# Thermionic injection from a metal into a low-k dielectric: test program

```python
"""
Result under test: thermionic emission J = A T^2 exp(-phi/kT) gives about
1.5e-8 A/cm^2 for A = 120 A/(cm^2 K^2), phi = 1.2 eV, T = 400 K.
J: one-way current density; A: Richardson constant; phi: barrier above the
metal Fermi level; T: temperature; k: Boltzmann constant.
Also sized: effective mass, image-force lowering, tunnelling, slow drift.
Working units: eV, nm, V/nm for the barrier; SI for the emission integral.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

e, h, hbar = const.e, const.h, const.hbar
m, kB, eps0 = const.m_e, const.k, const.epsilon_0

# Inputs
A_given = 120.0          # A/(cm^2 K^2)
phi = 1.2                # eV
T = 400.0                # K
field_MV_cm = 1.0
F = field_MV_cm * 0.1    # V/nm
eps_opt = 2.0            # relative optical permittivity
mass_ratio = 0.5         # dielectric mass / free mass
mobility = 0.01          # cm^2/(V s)

kT = kB * T / e          # eV


def emission(A, barrier, temperature):
    return A * temperature**2 * np.exp(-barrier * e / (kB * temperature))


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


J = emission(A_given, phi, T)
assert abs(J / 1.5e-8 - 1) < 0.05

# Richardson constant from fundamental constants, in A/(cm^2 K^2)
A_free = 4 * np.pi * e * m * kB**2 / h**3 * 1e-4
assert abs(A_free / A_given - 1) < 0.005


def momentum_integral(barrier, fermi_energy, ratio):
    """Current in A/cm^2 from metal momenta, in units sqrt(2 m kT).
    Transverse momentum is conserved on entry into the dielectric."""
    qt, wt = gauss(0.0, 7.0, 80)
    total = 0.0
    for q, weight in zip(qt, wt):
        q_min = np.sqrt((fermi_energy + barrier) / kT
                        + q**2 * (1 / ratio - 1))
        qx, wx = gauss(q_min, q_min + 2.5, 80)
        occupation = 1 / (np.exp(qx**2 + q**2 - fermi_energy / kT) + 1)
        total += weight * q * np.sum(wx * qx * occupation)
    prefactor = 2 * e / h**3 * 2 * np.pi * (2 * m * kB * T)**2 / m
    return prefactor * total * 1e-4


for fermi_energy in (5.0, 7.0):
    for ratio in (1.0, mass_ratio):
        direct = momentum_integral(phi, fermi_energy, ratio)
        formula = ratio * emission(A_free, phi, T)
        assert abs(direct / formula - 1) < 1e-7

# Fermi-Dirac correction, tested where it is large enough to be seen
low = 4 * kT
low_ratio = momentum_integral(low, 7.0, 1.0) / emission(A_free, low, T)
assert abs(low_ratio - (1 - np.exp(-4) / 4)) < 1e-4
assert 1 - low_ratio > 1e-3
stat_correction = np.exp(-phi / kT) / 4

# Sensitivities against finite differences
slope_T = (2 + phi / kT) / T
num_T = np.log(emission(A_given, phi, T + 0.01)
               / emission(A_given, phi, T - 0.01)) / 0.02
assert abs(num_T / slope_T - 1) < 1e-6
num_phi = np.log(emission(A_given, phi + 1e-4, T)
                 / emission(A_given, phi - 1e-4, T)) / 2e-4
assert abs(num_phi * kT + 1) < 1e-6

# Image force: charge -e at distance s and its image at distance 2s
coulomb = e / (4 * np.pi * eps0) * 1e9       # eV nm
image = coulomb / (4 * eps_opt)              # eV nm
work = quad(lambda s: coulomb / (eps_opt * (2 * s)**2), 1.5, np.inf)[0]
assert abs(work / (image / 1.5) - 1) < 1e-7


def potential(x):
    return phi - F * x - image / x


lowering = np.sqrt(coulomb * F / eps_opt)
x_top = np.sqrt(image / F)
peak = minimize_scalar(lambda x: -potential(x), bounds=(0.1, 10),
                       method="bounded", options={"xatol": 1e-9})
assert abs(peak.x - x_top) < 1e-4
assert abs(-peak.fun - (phi - lowering)) < 1e-9
schottky_factor = np.exp(lowering / kT)
J_field = J * schottky_factor

# WKB exponent through the image-rounded barrier
wave_unit = np.sqrt(2 * m * e) / hbar * 1e-9     # 1/(nm sqrt(eV))
theta, theta_weight = gauss(0.0, np.pi, 80)


def wkb_exponent(W, ratio, image_strength=image):
    depth = phi - W
    root = np.sqrt(max(depth**2 - 4 * F * image_strength, 0.0))
    middle, half = depth / (2 * F), root / (2 * F)
    x = middle + half * np.cos(theta)
    integral = np.sum(theta_weight * np.sin(theta)**2 / np.sqrt(x))
    return (2 * wave_unit * np.sqrt(ratio) * np.sqrt(F)
            * half**2 * integral)


W_test = 0.6
disc = np.sqrt((phi - W_test)**2 - 4 * F * image)
x_left = (phi - W_test - disc) / (2 * F)
x_right = (phi - W_test + disc) / (2 * F)
plain = quad(lambda x: np.sqrt(max(potential(x) - W_test, 0.0)),
             x_left, x_right, limit=200)[0]
assert abs(2 * wave_unit * plain / wkb_exponent(W_test, 1.0) - 1) < 1e-5
triangle = 4 * wave_unit * phi**1.5 / (3 * F)
assert abs(wkb_exponent(0.0, 1.0, 0.0) / triangle - 1) < 1e-6

# WKB exponential against a Schroedinger solution for a sech^2 barrier
V0, E_test, edge = 1.2, 0.6, 9.0
k_out = wave_unit * np.sqrt(E_test)


def schroedinger(x, y):
    return [y[1], wave_unit**2 * (V0 / np.cosh(x)**2 - E_test) * y[0]]


start = np.exp(1j * k_out * edge)
solution = solve_ivp(schroedinger, (edge, -edge),
                     [start, 1j * k_out * start],
                     method="DOP853", rtol=1e-9, atol=1e-10)
psi, dpsi = solution.y[:, -1]
transmission = 1 / abs(0.5 * (psi + dpsi / (1j * k_out)))**2
turn = np.arccosh(np.sqrt(V0 / E_test))
smooth = quad(lambda x: np.sqrt(max(V0 / np.cosh(x)**2 - E_test, 0.0)),
              -turn, turn)[0]
wkb_quality = transmission / np.exp(-2 * wave_unit * smooth)
# WKB drops a prefactor of order one, hence the wide band
assert 0.8 < wkb_quality < 1.25


def tunnel_addition(ratio, nodes=300):
    """Tunnelling current divided by over-barrier current, and the
    part of this ratio that starts below the Fermi level."""
    top = phi - lowering
    W, weight = gauss(-0.5, top, nodes)
    D = np.exp(-np.array([wkb_exponent(w, ratio) for w in W]))
    supply = np.logaddexp(0.0, -W / kT)
    parts = weight * D * supply / (kT * np.exp(-top / kT))
    return parts.sum(), parts[W < 0].sum()


tunnel_free, below_free = tunnel_addition(1.0)
tunnel_light, below_light = tunnel_addition(mass_ratio)
assert abs(tunnel_addition(1.0, 200)[0] / tunnel_free - 1) < 1e-5
assert below_free < 1e-3 * tunnel_free
assert below_light < 1e-3 * tunnel_light

# Crossing velocity of a Maxwellian gas: one-way flux per density
v_R = np.sqrt(kB * T / (2 * np.pi * m)) * 100    # cm/s
flux = quad(lambda u: u * np.exp(-u**2), 0, np.inf)[0]
norm = quad(lambda u: np.exp(-u**2), -np.inf, np.inf)[0]
v_direct = np.sqrt(2 * kB * T / m) * flux / norm * 100
assert abs(v_direct / v_R - 1) < 1e-7


def drift_diffusion_flux(r, n=801, length=40.0):
    """Flux over v_d*n_eq; r = v_R/v_d; lengths in kT/(eF).
    Injection at the left, absorbing contact at the right."""
    step = length / (n - 1)
    a, b = 0.5 + 1 / step, 0.5 - 1 / step
    M, rhs = np.zeros((n, n)), np.zeros(n)
    M[0, 0], M[0, 1], rhs[0] = a + r, b, r
    for i in range(1, n - 1):
        M[i, i - 1], M[i, i], M[i, i + 1] = a, b - a, -b
    M[-1, -1] = 1.0
    density = np.linalg.solve(M, rhs)
    return a * density[0] + b * density[1]


v_drift = mobility * field_MV_cm * 1e6           # cm/s
for r in (0.3, 5.0, v_R / v_drift):
    assert abs(drift_diffusion_flux(r) / (r / (1 + r)) - 1) < 1e-6
drift_factor = v_drift / (v_drift + v_R)
mobility_equal = v_R / (field_MV_cm * 1e6)

# Report
print(f"Richardson constant, given: {A_given:.0f} A/(cm^2 K^2)")
print(f"Richardson constant, free electron: {A_free:.2f} A/(cm^2 K^2)")
print(f"Barrier: {phi:.2f} eV")
print(f"Temperature: {T:.0f} K")
print(f"kT: {kT:.6f} eV")
print(f"phi/kT: {phi / kT:.4f} (no unit)")
print(f"exp(-phi/kT): {np.exp(-phi / kT):.4e} (no unit)")
print(f"A T^2: {A_given * T**2:.3e} A/cm^2")
print(f"Thermionic current density J: {J:.3e} A/cm^2")
print(f"The same J: {J * 1e4:.3e} A/m^2")
print(f"Relative Fermi-Dirac correction: -{stat_correction:.1e} (no unit)")
print(f"Relative change of J with T: {100 * slope_T:.2f} %/K")
print(f"Barrier change for a factor 10: {kT * np.log(10):.4f} eV")
print(f"Factor in J for 0.1 eV lower barrier: {np.exp(0.1 / kT):.1f}")
print(f"Dielectric mass / free mass: {mass_ratio:.2f} (no unit)")
print(f"J with this mass, no field: {mass_ratio * J:.2e} A/cm^2")
print(f"Field for estimates: {field_MV_cm:.1f} MV/cm")
print(f"Relative optical permittivity: {eps_opt:.1f} (no unit)")
print(f"Image-force lowering: {lowering:.4f} eV")
print(f"Distance of barrier top from metal: {x_top:.2f} nm")
print(f"Lowered barrier: {phi - lowering:.4f} eV")
print(f"Factor in J from lowering: {schottky_factor:.0f} (no unit)")
print(f"J with lowering, free mass: {J_field:.2e} A/cm^2")
print(f"Tunnel/over-barrier current, free mass: {tunnel_free:.2f}")
print(f"Tunnel/over-barrier current, light mass: {tunnel_light:.2f}")
print(f"Test barrier, Schroedinger/WKB transmission: {wkb_quality:.2f}")
print(f"Crossing velocity v_R, free mass: {v_R:.2e} cm/s")
print(f"Mobility at which drift equals v_R: {mobility_equal:.2f} cm^2/(V s)")
print(f"Assumed mobility: {mobility:.2f} cm^2/(V s)")
print(f"Drift velocity: {v_drift:.2e} cm/s")
print(f"Factor in J from slow drift: {drift_factor:.2e} (no unit)")
print(f"J with lowering and slow drift: {J_field * drift_factor:.2e} A/cm^2")
print("OK")
```

Printed output:

```
Richardson constant, given: 120 A/(cm^2 K^2)
Richardson constant, free electron: 120.17 A/(cm^2 K^2)
Barrier: 1.20 eV
Temperature: 400 K
kT: 0.034469 eV
phi/kT: 34.8136 (no unit)
exp(-phi/kT): 7.5974e-16 (no unit)
A T^2: 1.920e+07 A/cm^2
Thermionic current density J: 1.459e-08 A/cm^2
The same J: 1.459e-04 A/m^2
Relative Fermi-Dirac correction: -1.9e-16 (no unit)
Relative change of J with T: 9.20 %/K
Barrier change for a factor 10: 0.0794 eV
Factor in J for 0.1 eV lower barrier: 18.2
Dielectric mass / free mass: 0.50 (no unit)
J with this mass, no field: 7.29e-09 A/cm^2
Field for estimates: 1.0 MV/cm
Relative optical permittivity: 2.0 (no unit)
Image-force lowering: 0.2683 eV
Distance of barrier top from metal: 1.34 nm
Lowered barrier: 0.9317 eV
Factor in J from lowering: 2403 (no unit)
J with lowering, free mass: 3.51e-05 A/cm^2
Tunnel/over-barrier current, free mass: 0.90
Tunnel/over-barrier current, light mass: 1.84
Test barrier, Schroedinger/WKB transmission: 1.15
Crossing velocity v_R, free mass: 3.11e+06 cm/s
Mobility at which drift equals v_R: 3.11 cm^2/(V s)
Assumed mobility: 0.01 cm^2/(V s)
Drift velocity: 1.00e+04 cm/s
Factor in J from slow drift: 3.21e-03 (no unit)
J with lowering and slow drift: 1.12e-07 A/cm^2
OK
```
